Fang-Howard and half-Gaussian trial functions in a triangular inversion well

QUESTION

I am modelling the lowest subband of an inversion layer as one electron in a triangular well: potential energy eFz for z > 0 and an infinitely high wall at z = 0. I want a simple variational wave function with one parameter, and I have two candidates:

Fang-Howard: ψ ∝ z exp(−bz/2)

half-Gaussian: ψ ∝ z exp(−az²/2)

Both vanish at the wall and have a single hump. I expected Fang-Howard to win, because a Gaussian seems to die off much too fast in a potential that rises only linearly. But my rough minimization puts the half-Gaussian lower in energy, and I do not trust it. How large are the two ground-energy errors, do they depend on the mass or the field, and what decides the ranking? Would the difference matter for a real transistor?

ANSWER

Your minimization is right: the half-Gaussian is lower, and by a wide margin. The tail argument fails because very little of the electron is in the far tail, so the Gaussian's fast decay costs little energy. Fang-Howard loses more, in about equal parts from its wrong curvature near the wall and from a tail that decays too slowly.

**Removing the mass and the field**

Take e > 0 and let F be the magnitude of the field, so that the force pushes the electron towards the wall. For z > 0,

−(ħ²/2m) d²ψ/dz² + eFz ψ = Eψ, ψ(0) = 0.

Here m is the mass for motion along z, and E is measured from the band edge at the wall. Write z = Lx. The kinetic term then carries the factor ħ²/(2mL²) and the potential term the factor eFL. Choose L to make them equal:

L³ = ħ²/(2meF), E0 = eFL.

Dividing by E0 and writing E = εE0 gives

−ψ'' + xψ = εψ, ψ(0) = 0,

where primes now mean d/dx. No parameter is left. Every energy in this problem, exact or variational, is a pure number times E0, so the percentage errors cannot depend on m or F.

For the exact solution put s = x − ε. The equation becomes d²ψ/ds² = sψ, the Airy equation. Of its two solutions Bi grows at large s and must be dropped, so ψ ∝ Ai(x − ε). The wall requires Ai(−ε) = 0, and the first two zeros give

ε₁ = 2.33811, ε₂ = 4.08795.

**One formula for any one-parameter shape**

Both candidates have the form f(κx), with a fixed shape f and an adjustable inverse length κ. Integration by parts turns the mean of −d²/dx² into ∫ψ'² dx / ∫ψ² dx; the boundary terms vanish because ψ is zero at the wall and at infinity. Substitute u = κx. Each derivative brings a factor κ and each power of x a factor 1/κ, so

ε(κ) = Tκ² + X/κ,

T = ∫f'² du / ∫f² du, X = ∫u f² du / ∫f² du,

with all integrals from 0 to ∞. Setting the derivative 2Tκ − X/κ² to zero gives

κ³ = X/(2T).

The second derivative, 2T + 2X/κ³, is positive, so this is a minimum. There X/κ = 2Tκ²: the potential energy is twice the kinetic energy. Hence

ε = 3Tκ² = 3(TX²/4)^(1/3), ⟨x⟩ = X/κ = 2ε/3.

The exact state obeys the same relation. Stretching it by a factor κ gives an energy of this same form, which must be stationary at κ = 1. An optimized trial function therefore has the same percentage error in its mean position as in its energy.

**Fang-Howard**

Take f = u exp(−u/2), so κ = bL. We need ∫uⁿ exp(−u) du = n!. The norm is 2! = 2. The derivative is f' = (1 − u/2) exp(−u/2), so

∫f'² du = ∫(1 − u + u²/4) exp(−u) du = 1 − 1 + 1/2 = 1/2.

Thus T = 1/4 and X = 3!/2 = 3. The minimum is at κ³ = 3/(1/2) = 6, that is,

b³ = 6/L³ = 12meF/ħ²,

ε_FH = (3/4) 6^(2/3) = 2.47645.

**Half-Gaussian**

Take f = u exp(−u²/2), so κ² = aL². The integrals of exp(−u²) times 1, u², u³ and u⁴ are √π/2, √π/4, 1/2 and 3√π/8. The norm is √π/4. With f' = (1 − u²) exp(−u²/2),

∫f'² du = √π/2 − 2(√π/4) + 3√π/8 = 3√π/8.

Thus T = 3/2 and X = (1/2)/(√π/4) = 2/√π. The minimum is at κ³ = X/3 = 2/(3√π), so

aL² = [2/(3√π)]^(2/3) = 0.52106,

ε_HG = 3(3/2)κ² = (9/2)aL² = 2.34478.

**The two errors**

Relative to the exact energy of this model,

Fang-Howard: (2.47645 − 2.33811)/2.33811 = 5.92 percent,

half-Gaussian: (2.34478 − 2.33811)/2.33811 = 0.285 percent.

Both are positive, as the variational principle requires. The percentages refer to energies measured from the band edge at the wall; another energy zero would change them, though not the energy differences.

**What happens at the wall**

At x = 0 the Schrödinger equation reads ψ''(0) = (0 − ε)ψ(0) = 0. The exact function therefore has no quadratic term:

ψ = c(x − εx³/6 + x⁴/12 + ...).

The candidates start as

Fang-Howard: x − κx²/2 + ...

half-Gaussian: x − κ²x³/2 + ...

Fang-Howard bends over immediately; the half-Gaussian has the correct powers up to third order, though not the exact cubic coefficient.

The slope at the wall shows the same defect. Multiply ψ'' = (x − ε)ψ by 2ψ':

(ψ'²)' = (x − ε)(ψ²)'.

Integrate from 0 to ∞. The left side gives −ψ'(0)². On the right, integration by parts leaves −∫ψ² dx = −1 for a normalized state. So the exact state has ψ'(0)² = 1. For a normalized trial function that starts as f ≈ u, the squared slope is κ³/∫f² du:

Fang-Howard: 6/2 = 3

half-Gaussian: [2/(3√π)]/(√π/4) = 8/(3π) = 0.849

Close to the wall the density is ψ'(0)²x². Fang-Howard makes it three times too large there; the half-Gaussian makes it 15 percent too small.

To see whether this defect is important for the energy, keep the exponential tail and the single parameter, but cancel the quadratic term:

f = u(1 + u/2) exp(−u/2) = u − u³/8 + ...

The norm is ∫(u² + u³ + u⁴/4) exp(−u) du = 2 + 6 + 6 = 14. The derivative is (1 + u/2 − u²/4) exp(−u/2), and its square integrates to

∫(1 + u − u²/4 − u³/4 + u⁴/16) exp(−u) du = 1 + 1 − 1/2 − 3/2 + 3/2 = 3/2.

So T = 3/28. The position integral is 6 + 24 + 30 = 60, so X = 60/14 = 30/7. Then κ³ = 20 and

ε = (9/28) 20^(2/3) = 2.36831,

an error of 1.29 percent instead of 5.92. More than three quarters of the error has gone, although the tail is still exponential. So an exponential tail by itself does not force a 6 percent error. But the extra factor also reshapes the rest of the function, so this is not a clean division of the error into a wall part and a tail part.

For such a division, write the normalized trial function as gψ, with ψ the exact state. Integration by parts and the Schrödinger equation for ψ give

ε_trial − ε₁ = ∫g'²ψ² dx.

The integrand is never negative, so it shows where the energy is lost. For Fang-Howard, numerical integration gives 48 percent of the excess from x < 1 and 45 percent from x > 2. The wall and the slow tail matter about equally.

**What the tail does and does not tell you**

At large x the exact function falls as exp(−(2/3)x^(3/2)), apart from slower factors. The power 3/2 lies between the 1 of Fang-Howard and the 2 of the Gaussian, so both tails are wrong. A family that connects them is

f = u exp(−u^p/2).

With t = u^p, the integral of u^k exp(−u^p) is Γ((k+1)/p)/p. The derivative is f' = (1 − (p/2)u^p) exp(−u^p/2), so

p∫f'² du = Γ(1/p) − pΓ(1/p + 1) + (p²/4)Γ(1/p + 2).

Since Γ(1/p + 1) = Γ(1/p)/p, the first two terms cancel. The third equals (1 + p)Γ(1/p)/4. Dividing by p times the norm, which is Γ(3/p), gives

T = (1 + p)Γ(1/p)/(4Γ(3/p)), X = Γ(4/p)/Γ(3/p).

For p = 3/2, the correct power in the tail, the energy is 2.34723 and the error 0.390 percent: slightly worse than the Gaussian. Minimizing numerically over p as well gives p = 1.747 and an error of 0.0063 percent, at the price of a second parameter. The energy selects the best compromise where most of the density lies, not the correct asymptotic power.

The reverse also holds: a good energy does not certify the tail. At x = 5 the normalized densities, in units of 1/L, are

exact: 2.91 × 10⁻⁴

Fang-Howard: 8.50 × 10⁻³

half-Gaussian: 4.67 × 10⁻⁵

Fang-Howard is too large by a factor of 29, and the half-Gaussian too small by a factor of 6. Your suspicion about the Gaussian tail was correct; it just has little weight in the energy. For a quantity governed by the far tail, use the Airy function.

The energy error does limit the error of the state as a whole. Expand a normalized trial function in the exact states, and let S be its overlap with the ground state. All the other states lie at ε₂ or higher, so

ε_trial − ε₁ ≥ (ε₂ − ε₁)(1 − S²).

This bounds the lost probability 1 − S² by 0.079 for Fang-Howard and 0.0038 for the half-Gaussian. Numerical integration with the Airy function gives the actual losses, 0.033 and 0.0018.

**Numbers for an inversion layer**

Take m = 0.9 m0 and F = 0.5 MV/cm, round values in the rough regime of electrons at a silicon (001)/oxide interface. Then ħ²/2m = 0.04233 eV nm² and eF = 0.050 eV/nm, so

L = (0.04233/0.050)^(1/3) nm = 0.946 nm,

E0 = 0.050 × 0.946 eV = 47.3 meV.

The optimized parameters are b = 1.81712/L = 1.92 nm⁻¹ and a = 0.52106/L² = 0.582 nm⁻². Multiplying the scaled energies by E0 gives

exact for the model: 110.6 meV

Fang-Howard: 117.1 meV, too high by 6.5 meV

half-Gaussian: 110.9 meV, too high by 0.3 meV

The mean distances from the wall are 1.475, 1.562 and 1.479 nm in the same order.

**Does the difference matter in a device?**

Here the model itself is the weaker link. I estimated the main omissions one at a time, with the 0.5 MV/cm depletion field held fixed. The three added potentials were put into a finite-difference solution of the Schrödinger equation.

- Image potential, for relative permittivities 12 in the semiconductor and 4 in the oxide: +12.8 meV. The electron is repelled by its image because the oxide is less polarizable. This takes the oxide as infinitely thick; a metal gate behind 3 nm of oxide attracts the electron and would reduce the shift to about 5 meV.
- Penetration into the oxide, with a flat 3 eV barrier, an oxide mass of 0.5 m0, and ψ and ψ'/mass continuous: −4.5 meV.
- Curvature of the depletion potential, for uniform doping and 1.0 eV of band bending: −1.7 meV. The depletion width is 2 × 1.0/0.050 = 40 nm.
- The field of 10¹¹ electrons per cm², using the Airy density: +1.7 meV.
- Nonparabolicity, taken as 0.5 per eV and treated to first order: −1.2 meV.

Even with a metal gate 3 nm away, the image term alone is more than ten times the half-Gaussian's error and comparable with Fang-Howard's. So 0.3 percent is the accuracy of a solution to the model, not of a predicted subband energy. Exchange, correlation and interface roughness are missing from the list as well.

The chosen field corresponds to a depletion charge of 3.3 × 10¹² per cm² and a doping of about 8 × 10¹⁷ per cm³, plausible for a heavily doped planar transistor near threshold. The oxide field is (12/4) × 0.5 = 1.5 MV/cm, well below a rough breakdown field of 10 MV/cm. For a 3 nm oxide, a WKB estimate gives a leakage width of order 10⁻¹⁷ eV, negligible here. With a gap of 1.1 eV and no drain bias, the electron level lies 1.1 − 1.0 + 0.11 = 0.21 eV above the bulk valence edge, so band-to-band tunnelling into it is energetically closed. Drain bias can change that.

Temperature is less harmless. At 300 K the thermal energy is 26 meV. The second subband lies 83 meV above the first, and valleys with mass 0.2 m0 along z begin at

110.6 × (0.9/0.2)^(1/3) = 182.6 meV,

only 72 meV above it. There are four such valleys, with a larger density-of-states mass, against two of the heavy kind. With the levels of the linear potential, Boltzmann statistics, adequate at this low density, put 76 percent of the electrons in the lowest subband. The curvature of the depletion potential lowers the upper levels more than the first and reduces this share to about 74 percent; the image potential, which raises the first level most, reduces it further. So does penetration into the oxide: its shift is roughly inversely proportional to the mass along z, so it lowers the light-mass valleys several times as much as the first level. That shift is about −20 meV for the lowest light-mass level, and by itself it brings the share down to about 66 percent. The field of the inversion charge works slightly the other way. Adding all five listed shifts level by level leaves roughly 58 percent, a figure that depends on the assumed oxide mass and matching condition. A one-subband description thus misses about a quarter of the electrons in the linear model and nearer 40 percent with these corrections, whichever trial function you use.

The ranking has been shown here only for the linear potential. In strong inversion the electrons' own charge contributes much of the surface field and screens it within the layer, so the potential flattens away from the interface. In a thin fin or sheet a second wall confines the electron. The percentages above do not carry over to either case; there the trial functions have to be compared again in the actual potential.

All numerical values are calculated from the stated model.
